# Delta well in a static field: Stark shift and tunnelling width: a program that tests the result

```python
"""
Resonance of a one-dimensional delta well in a uniform field (Hartree units):
    H = -1/2 d^2/dx^2 - delta(x) - F x,   E = E_r - i Gamma/2.
Result under test: the outgoing-wave equation
    2 pi Ai(z0) [Bi(z0) + i Ai(z0)] = s,  s = (2F)^(1/3),  z0 = -2E/s^2,
and its small-field consequences
    E_r = -1/2 - 5F^2/8 - 55F^4/8 + O(F^6),
    Gamma = exp(-2/(3F)) [1 - 5F/3 + O(F^2)].
"""
import numpy as np
import sympy as sp
import mpmath as mp
from numpy.polynomial import legendre
from scipy import constants
from scipy.integrate import quad
from scipy.special import airy

mp.mp.dps = 90


def short_series(F):
    """Energy through fourth order in the field."""
    return -mp.mpf(1) / 2 - 5 * F**2 / 8 - 55 * F**4 / 8


def airy_root(F, outgoing=True):
    """Newton root; outgoing=False drops the i*Ai term (real equation).
    Returns the energy and the width linearized about the root."""
    s = mp.cbrt(2 * F)
    z = -2 * short_series(F) / s**2
    unit = mp.mpc(0, 1) if outgoing else mp.mpf(0)
    for _ in range(12):
        a, da = mp.airyai(z), mp.airyai(z, derivative=1)
        b, db = mp.airybi(z), mp.airybi(z, derivative=1)
        wave, dwave = b + unit * a, db + unit * da
        step = (2 * mp.pi * a * wave - s) / (2 * mp.pi * (da * wave + a * dwave))
        z -= step
    assert abs(step) < mp.mpf(10)**(-75)
    linear_width = -s**2 * a**2 / (da * b + a * db)
    return -z * s**2 / 2, linear_width


# --- Energy coefficients from the large-argument series of Ai*Bi ---
w = sp.symbols("w")                       # w = F^2
c = [sp.Integer(1)]
for n in range(1, 4):
    a = sp.Rational(6 * n - 5, 2)
    c.append(c[-1] * a * (a + 1) * (a + 2) / (12 * n))
k_series = sp.Integer(1)
for _ in range(4):
    rhs = sum(c[n] * (4 * w)**n * k_series**(-6 * n) for n in range(4))
    k_series = sp.expand(sp.series(rhs, w, 0, 4).removeO())
energy_poly = sp.expand(-k_series**2 / 2)
airy_coeff = [energy_poly.coeff(w, n) for n in range(4)]

# --- Same coefficients from Rayleigh-Schroedinger theory, no Airy function ---
# For x > 0 the order-n function is p_n(x) exp(-x), with parity (-1)^n.
# It obeys p' - p''/2 = source; the cusp condition is p'(0) = 0 for even n.
x = sp.symbols("x")
p = [sp.Integer(1)]
rs = {0: -sp.Rational(1, 2), 1: sp.Integer(0)}


def polynomial_slope(source):
    total, term = sp.Integer(0), sp.expand(source)
    while term != 0:
        total += term
        term = sp.expand(sp.diff(term, x) / 2)
    return sp.expand(total)


for n in range(1, 7):
    source = x * p[n - 1] + sum(rs[j] * p[n - j] for j in range(1, n))
    slope = polynomial_slope(source)
    rs[n] = -slope.subs(x, 0) if n % 2 == 0 else sp.Integer(0)
    p.append(sp.expand(sp.integrate(slope + rs[n], x)))
for n in range(4):
    assert airy_coeff[n] == rs[2 * n]
assert rs[2] == sp.Rational(-5, 8) and rs[4] == sp.Rational(-55, 8)

# --- Large-argument forms against numerical Airy functions ---
z = mp.mpf(20)
scaled = 2 * mp.pi * mp.sqrt(z) * mp.airyai(z) * mp.airybi(z)
c_num = [mp.mpf(int(v.p)) / int(v.q) for v in c]
third = (scaled - 1 - c_num[1] / z**3 - c_num[2] / z**6) * z**9
assert abs(third / c_num[3] - 1) < 0.01   # next term is about 0.3 percent
z = mp.mpf(50)
zeta = 2 * z**1.5 / 3
scaled = 4 * mp.pi * mp.sqrt(z) * mp.exp(2 * zeta) * mp.airyai(z)**2
assert abs((scaled - 1) * zeta / (-mp.mpf(5) / 36) - 1) < 0.01

# --- Small-field limits of the complex root ---
h = mp.mpf("0.005")
remainder, slope_width = [], []
for F in (h, 2 * h):
    E, _ = airy_root(F)
    remainder.append((E.real - short_series(F)) / F**6)
    slope_width.append((-2 * E.imag * mp.exp(2 / (3 * F)) - 1) / F)
E6_limit = (4 * remainder[0] - remainder[1]) / 3
width_limit = 2 * slope_width[0] - slope_width[1]
E6 = float(rs[6])
assert abs(E6_limit / E6 - 1) < 1e-3      # extrapolation error is O(h^4)
assert abs(width_limit + mp.mpf(5) / 3) < 5e-3   # extrapolation error O(h^2)


# --- Complex-scaled Hamiltonian in Gauss-Lobatto finite elements ---
def scaled_energy(F, angle=0.4, left=-30, right=60, length=2, order=14):
    top = np.zeros(order + 1)
    top[order] = 1
    nodes = np.r_[-1, np.sort(legendre.legroots(legendre.legder(top)).real), 1]
    values = legendre.legval(nodes, top)
    weights = 2 / (order * (order + 1) * values**2)
    gap = nodes[:, None] - nodes[None, :]
    np.fill_diagonal(gap, 1)
    D = values[:, None] / values[None, :] / gap
    np.fill_diagonal(D, 0)
    D[0, 0], D[-1, -1] = -order * (order + 1) / 4, order * (order + 1) / 4
    local_kinetic = D.T @ (weights[:, None] * D) / length   # half times 2/length
    elements = (right - left) // length
    size = elements * order + 1
    kinetic, mass, grid = np.zeros((size, size)), np.zeros(size), np.zeros(size)
    for e in range(elements):
        part = slice(e * order, e * order + order + 1)
        kinetic[part, part] += local_kinetic
        mass[part] += weights * length / 2
        grid[part] = left + length * (e + (nodes + 1) / 2)
    H = np.exp(-2j * angle) * kinetic - np.diag(F * np.exp(1j * angle) * grid * mass)
    origin = (-left // length) * order
    assert abs(grid[origin]) < 1e-12
    H[origin, origin] -= np.exp(-1j * angle)
    H = H / np.sqrt(mass[:, None] * mass[None, :])
    levels = np.linalg.eigvals(H[1:-1, 1:-1])
    return levels[np.argmin(abs(levels + 0.5))]


fields = ("0.02", "0.05", "0.10")
roots = {f: airy_root(mp.mpf(f)) for f in fields}
real_roots = {f: airy_root(mp.mpf(f), outgoing=False) for f in fields}
grid_levels = {f: scaled_energy(float(f)) for f in ("0.05", "0.10")}
for f, level in grid_levels.items():
    assert abs(level - complex(roots[f][0])) < 1e-9

# --- Linearized width and real shift due to the decay term ---
for f in fields:
    F, E = mp.mpf(f), roots[f][0]
    gamma = -2 * E.imag
    assert gamma > 0
    assert abs(real_roots[f][1] / gamma - 1) < 10 * gamma**2 / F**2
    assert abs(E.real - real_roots[f][0]) < gamma**2 / F

# --- Continuity equation: Gamma times inner norm equals outgoing current ---
F = 0.10
E = complex(roots["0.10"][0])
s = (2 * F)**(1 / 3)
Ai0, _, Bi0, _ = airy(-s * E / F)


def resonance_wave(position):
    Ai, dAi, Bi, dBi = airy(-s * (position + E / F))
    if position < 0:
        return (Bi0 + 1j * Ai0) * Ai, -s * (Bi0 + 1j * Ai0) * dAi
    return Ai0 * (Bi + 1j * Ai), -s * Ai0 * (dBi + 1j * dAi)


edge = 12.0


def density(position):
    return abs(resonance_wave(position)[0])**2


norm = (quad(density, -25, 0, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
        + quad(density, 0, edge, epsabs=1e-13, epsrel=1e-11, limit=200)[0])
psi, dpsi = resonance_wave(edge)
current = (np.conj(psi) * dpsi).imag
flux_rate = current / norm
assert current > 0
assert abs(flux_rate / (-2 * E.imag) - 1) < 1e-7

# --- Barrier integral at the field of the worked example ---
F = 0.05
exit_point = 1 / (2 * F)
barrier = 2 * quad(lambda t: np.sqrt(max(0.0, 1 - 2 * F * t)), 0, exit_point)[0]
assert abs(barrier - 2 / (3 * F)) < 1e-7

# --- Numbers for the text ---
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
time_au = constants.physical_constants["atomic unit of time"][0]
E, E_real = roots["0.05"][0], real_roots["0.05"][0]
gamma = float(-2 * E.imag)
s = (2 * F)**(1 / 3)
print("Airy product coefficients c1, c2, c3:", c[1], c[2], c[3])
print("k series in w = F^2:", k_series)
print("Energy coefficients E2, E4, E6:", rs[2], rs[4], rs[6])
print(f"E6 as decimal: {E6:.4f}; from roots at small F: {float(E6_limit):.4f}")
print(f"Width slope from roots at small F: {float(width_limit):.5f}")
print("Worked example, Hartree atomic units unless stated")
print(f"F = {F:.2f}; s = {s:.6f}")
print(f"z0 = {float(-2 * E.real / s**2):.6f} (real part)")
print(f"Second-order shift = {float(rs[2]) * F**2:.8f} hartree")
print(f"Fourth-order shift = {float(rs[4]) * F**4:.8f} hartree")
print(f"Sixth-order shift = {E6 * F**6:.8f} hartree")
print(f"Energy through F^4 = {float(short_series(mp.mpf('0.05'))):.8f} hartree")
print(f"Real part of Airy root = {float(E.real):.8f} hartree")
print(f"Same in eV = {float(E.real) * hartree_eV:.5f} eV")
print(f"Real shift from decay term = {float(E.real - E_real):.3e} hartree")
print(f"Barrier exit = {exit_point:.2f} bohr; exponent = {barrier:.5f}")
leading = np.exp(-2 / (3 * F))
print(f"Leading width = {leading:.5e} hartree")
print(f"Width with factor 1-5F/3 = {leading * (1 - 5 * F / 3):.5e} hartree")
print(f"Linearized width = {float(real_roots['0.05'][1]):.5e} hartree")
print(f"Width of Airy root = {gamma:.5e} hartree")
print(f"Same in eV = {gamma * hartree_eV:.4e} eV")
print(f"Lifetime 1/Gamma = {1 / gamma:.5e} a.u. = {time_au / gamma * 1e12:.3f} ps")
print("Comparison: F, E through F^4, E root (hartree)")
for f in fields:
    print(f"  {f}  {float(short_series(mp.mpf(f))):.8f}  {float(roots[f][0].real):.8f}")
print("Comparison: F, leading width, root width (hartree), ratio, 1-5F/3")
for f in fields:
    value = float(f)
    lead = np.exp(-2 / (3 * value))
    width = float(-2 * roots[f][0].imag)
    print(f"  {f}  {lead:.5e}  {width:.5e}  {width / lead:.5f}  {1 - 5 * value / 3:.5f}")
print("Complex-scaled diagonalization: F, E_r, Gamma (hartree)")
for f, level in grid_levels.items():
    print(f"  {f}  {level.real:.8f}  {-2 * level.imag:.5e}")
print(f"Flux over norm at F = 0.10, X = {edge:.0f} bohr: {flux_rate:.5e} a.u.")
print("finished without a failed check")
```

It prints:

```
Airy product coefficients c1, c2, c3: 5/32 1155/2048 425425/65536
k series in w = F^2: 335725*w**3/1024 + 855*w**2/128 + 5*w/8 + 1
Energy coefficients E2, E4, E6: -5/8 -55/8 -10625/32
E6 as decimal: -332.0312; from roots at small F: -332.0164
Width slope from roots at small F: -1.66603
Worked example, Hartree atomic units unless stated
F = 0.05; s = 0.464159
z0 = 4.656562 (real part)
Second-order shift = -0.00156250 hartree
Fourth-order shift = -0.00004297 hartree
Sixth-order shift = -0.00000519 hartree
Energy through F^4 = -0.50160547 hartree
Real part of Airy root = -0.50161295 hartree
Same in eV = -13.64958 eV
Real shift from decay term = -2.152e-11 hartree
Barrier exit = 10.00 bohr; exponent = 13.33333
Leading width = 1.61960e-06 hartree
Width with factor 1-5F/3 = 1.48463e-06 hartree
Linearized width = 1.47665e-06 hartree
Width of Airy root = 1.47665e-06 hartree
Same in eV = 4.0182e-05 eV
Lifetime 1/Gamma = 6.77207e+05 a.u. = 16.381 ps
Comparison: F, E through F^4, E root (hartree)
  0.02  -0.50025110  -0.50025112
  0.05  -0.50160547  -0.50161295
  0.10  -0.50693750  -0.50720185
Comparison: F, leading width, root width (hartree), ratio, 1-5F/3
  0.02  3.33824e-15  3.22513e-15  0.96612  0.96667
  0.05  1.61960e-06  1.47665e-06  0.91174  0.91667
  0.10  1.27263e-03  1.02029e-03  0.80172  0.83333
Complex-scaled diagonalization: F, E_r, Gamma (hartree)
  0.05  -0.50161295  1.47665e-06
  0.10  -0.50720185  1.02029e-03
Flux over norm at F = 0.10, X = 12 bohr: 1.02029e-03 a.u.
finished without a failed check
```
